Inverse-cutoff divergence of phonon conductivity under Rayleigh defect scattering

**1. The result**

Consider a three-dimensional Debye solid in which dilute point defects are the sole source of thermal resistance, with the Rayleigh scattering rate 1/τ = Aω⁴. If modes below a frequency ω₀ are left out, the conductivity at a fixed temperature θ > 0 is

κ = K [1/ω₀ − C + ω₀/(12θ²) + …],  (1)

K = 2v²/(πVΓ),  C = [1/2 + n(ω_D)]/θ.  (2)

The leading term diverges as the inverse of the cutoff, and its coefficient K does not contain the temperature. The first correction is a constant, so its relative size is Cω₀.

Here v is the sound speed, V the volume per atom, Γ the disorder strength defined in section 2, ω_D the Debye frequency and n(ω) = 1/(e^{ω/θ} − 1) the Bose occupation. The algebra is in atomic units, with ħ = 1. Temperature is measured as an energy, θ = k_B T, and κ is defined by

heat flux = −κ dθ/dz,

so κ is the usual conductivity divided by k_B. In the numbers, ω stands for ħω in eV and v for ħv in eV Å, which gives κ in eV/Å.

The model has one atom per volume V, linear dispersion and three branches of equal speed. The Debye sphere holds one wave vector per atom and branch:

(4π/3)k_D³/(2π)³ = 1/V, so k_D = (6π²/V)^{1/3} and ω_D = vk_D.

The defects differ from the host atoms in mass alone, and their positions are uncorrelated.

**2. The Rayleigh rate**

With equal speeds, each Cartesian component u of the displacement obeys its own scalar wave equation. This is an idealization: in a stable isotropic solid the longitudinal speed exceeds the transverse one (equal speeds would need a bulk modulus of −1/3 of the shear modulus), and a defect also scatters between branches. Let ρ be the host density and μ = ρv² the stiffness. A defect of extra mass Δm at the origin changes the inertia but not the stiffness:

[ρ + Δm δ(r)] ∂²u/∂t² = μ∇²u.

For a time dependence e^{−iωt} and k = ω/v this becomes

(∇² + k²)u = −(Δm ω²/μ) u(0) δ(r).

The outgoing solution of (∇² + k²)G = −δ(r) is G = e^{ikr}/(4πr). For a defect whose radius R is much smaller than the wavelength and whose extra mass obeys |Δm|k²/(ρR) ≪ 1, u(0) may be replaced by the incident amplitude u₀, and the scattered wave is

u_s = (Δm ω²/μ) u₀ e^{ikr}/(4πr).

It has the same strength in all directions. The energy flux of a wave of amplitude a is μωk|a|²/2, both for the incident wave and for the scattered wave far away. The common factor cancels in the cross section:

σ = 4πr²|u_s|²/|u₀|² = (1/4π)(Δm ω²/μ)² = (Δm/ρ)² ω⁴/(4πv⁴).

Let M be the host mass, so that ρ = M/V, and let Δm = εM. Then Δm/ρ = εV. A fraction c of defective atoms means c/V defects per volume. Because their positions are uncorrelated and c is small, their scattered intensities add:

1/τ = (c/V)σv = (c/V)(εV)² ω⁴/(4πv³) = Aω⁴,

A = VΓ/(4πv³),  Γ = cε².  (3)

In three dimensions the outgoing amplitude 1/(4πr) contains no k, so all four powers of ω come from the square of the extra inertial force, whose amplitude is Δm ω²u₀. In one and two dimensions the outgoing wave carries inverse powers of k, and the same force gives ω² and ω³. At low frequency this force is small, and little is radiated.

**3. From the Boltzmann equation to a mode sum**

Let the temperature vary slowly along z, and let δn be the deviation of the occupation from its local equilibrium value. Scattering is elastic, isotropic and leaves the Cartesian component unchanged. The steady linearized Boltzmann equation for one component is therefore

v_z (dθ/dz) ∂n/∂θ = −(δn − ⟨δn⟩)/τ,

where ⟨δn⟩ is the average over directions at fixed ω. It describes scattering back into the mode. Try

δn = −τ v_z (dθ/dz) ∂n/∂θ.

This is odd in v_z, so ⟨δn⟩ = 0 and the equation is satisfied. Any isotropic function of ω could be added, but it would carry no heat flux. The relaxation-time form is thus a solution of the full linearized equation for this kernel, and the transport rate equals the total rate.

The heat flux is the sum of ωv_z δn over modes. Hence

κ = 3 ∫ d³k/(2π)³ f(ω) v_z² τ,  f = ω ∂n/∂θ.

The function f is the heat capacity of one mode in units of k_B. The angular average of v_z² is v²/3. The number of modes per volume in dω is

3·4πk²dk/(2π)³ = 3ω²dω/(2π²v³).

Inserting both, with τ = 1/(Aω⁴), gives

κ = (1/3) ∫ [3ω²/(2π²v³)] f v²/(Aω⁴) dω
  = [1/(2π²vA)] ∫ f ω⁻² dω.  (4)

With (3), the prefactor is

1/(2π²vA) = 4πv³/(2π²vVΓ) = 2v²/(πVΓ) = K.

The divergence can be read from (4). The number of modes falls as ω², but their lifetime grows as ω⁻⁴. Since f → 1 for ω ≪ θ, nothing else suppresses the low end, and the integral of ω⁻² gives 1/ω₀.

**4. The integral and its expansion**

The occupation depends on ω and θ through ω/θ, so θ ∂n/∂θ = −ω ∂n/∂ω. Therefore

f = −(ω²/θ) dn/dω.  (5)

The factor ω² cancels the ω⁻² in (4), and the integrand is a total derivative:

κ = (K/θ)[n(ω₀) − n(ω_D)].  (6)

This holds within the model for any cutoff below ω_D. To expand it, put x = ω₀/θ and use e^x − 1 = x(1 + x/2 + x²/6 + …). The reciprocal is

n(ω₀) = (1/x)[1 − (x/2 + x²/6) + (x/2)² + …]
  = 1/x − 1/2 + x/12 + …,

because −1/6 + 1/4 = 1/12. Dividing by θ gives

n(ω₀)/θ = 1/ω₀ − 1/(2θ) + ω₀/(12θ²) + …,

and subtracting n(ω_D)/θ yields (1) and (2). The same expansion inserted in (5) gives a form needed below:

f = 1 − ω²/(12θ²) + ….  (7)

The constant C has two simple limits. For θ ≫ ω_D, expanding n(ω_D) in the same way gives

C = 1/ω_D + ω_D/(12θ²) + ….

The first term is the missing upper part of the classical integral, from ω_D to infinity. For θ ≪ ω_D the occupation at ω_D is negligible and C → 1/(2θ). The temperature then takes over the role of the upper limit, because modes well above θ are frozen.

The low-temperature case also shows that the order of limits matters. Result (1) requires ω₀ ≪ θ. If instead the cutoff is held fixed and θ is lowered far below both ω₀ and ω_D − ω₀, equation (6) gives

κ ≈ (K/θ) e^{−ω₀/θ},

which vanishes as θ → 0. The divergence belongs to a fixed positive temperature with ω₀ → 0.

**5. A numerical case**

Take round parameters: v = 0.030 eV Å, V = 20 Å³, c = 0.01, ε = 0.5 and θ = 0.025 eV. This θ corresponds to 290 K, where a real crystal also has strong anharmonic scattering. The conductivities below therefore illustrate the formulas and are not predictions for a material; section 7 returns to this point. With these parameters Γ = 0.01 × 0.25 = 0.0025, k_D = 1.436 Å⁻¹ and ω_D = 0.0431 eV. The coefficients are

A = 20 × 0.0025/(4π × 0.030³) = 147.4 eV⁻³,

K = 2 × 0.030²/(π × 20 × 0.0025) = 0.01146 eV²/Å,

C = (0.5 + 0.2173)/0.025 = 28.7 eV⁻¹.

At ω_D the rate is 5.1 × 10⁻⁴ eV, about 1% of ω_D. The ratio of rate to frequency falls as ω³ below that, so the modes are well defined, as a Boltzmann description requires.

For ω₀ = 10⁻³ eV the leading term is K/ω₀ = 11.46 eV/Å. The relative correction Cω₀ is 2.9%, which lowers the value to 11.13 eV/Å, or 2335 W/(m K). For ω₀ = 10⁻⁴ eV the leading term is 114.6 eV/Å and the full value 114.3 eV/Å, or 2.40 × 10⁴ W/(m K). The difference between leading term and full value is nearly the same in both cases, about KC = 0.33 eV/Å, as a constant correction demands. These digits belong to the dilute form Γ = cε². The relative mass variance of a randomly occupied lattice, c(1 − c)ε²/(1 + cε)², is 0.00245 here, which at fixed v would raise K by 2%, comparable with Cω₀ at 10⁻³ eV and larger than it at 10⁻⁴ eV.

The heat is carried by very few modes. With ω₀ = 10⁻⁴ eV, the decade from 10⁻⁴ to 10⁻³ eV carries 90.3% of it but holds 0.00125% of the modes. The leading term alone gives a share of 1 − 1/10 = 90%. The constant correction reduces the total but hardly affects this decade, which raises the share to about 0.9(1 + Cω₀) = 90.3%.

Formula (6) was tested against quadrature of the mode integral at three cutoffs and two temperatures. It was also tested against an explicit sum over wave vectors in which the heat capacity came from numerical differentiation of the mode energy. The sum differs from (6) by 0.07%, within the 1% allowed for the ragged edges of a sphere on a cubic mesh.

**6. Which part of the result depends on the high frequencies**

The Rayleigh law assumes a defect small compared with the wavelength, and near ω_D this fails. Suppose the true transport rate is

1/τ = Aω⁴[1 + O(ω²)] for small ω,

and is positive and finite elsewhere. Add and subtract the Rayleigh lifetime in the mode integral:

κ = K ∫ f ω⁻² dω + K ∫ f ω⁻² (Aω⁴τ − 1) dω.

In the second integral the bracket is of order ω², which cancels ω⁻². That integral stays finite as ω₀ → 0. Consequently

κ = K[1/ω₀ + B + O(ω₀)],

B = −C + ∫₀^{ω_D} f ω⁻² (Aω⁴τ − 1) dω.  (8)

The coefficient K is fixed by the long waves, while the constant depends on the scattering at all frequencies.

A solvable case is a dense sphere of volume V, with the same extra mass εM and unchanged stiffness, in the continuous medium. Its cross sections follow from matching partial waves at the surface. For a sphere of radius R, the isotropic wave obeys tan(kR + δ₀)/k = tan(qR)/q with q = k√(1 + ε). Expanding both sides for small kR gives the phase shift δ₀ = (ε/3)(kR)³[1 + (2ε − 1)(kR)²/5 + …]. Its relative correction is of order (kR)² and happens to vanish for the value ε = 0.5 used here. The leading directional correction comes from the interference of the dipole wave with the isotropic one. The field difference across the sphere supplies one factor kR and the radiation of a dipole another, so the correction to the transport rate is of relative order (kR)², as assumed above.

The numbers agree with this. At 2 × 10⁻⁴ eV the transport rate is below the Rayleigh value by 1.7 × 10⁻⁵ of that value, and at twice the frequency by 6.7 × 10⁻⁵, about four times as much. At ω_D, by contrast, the sphere's transport rate is just 0.059 of the Rayleigh rate.

The constant responds strongly. For the sphere, κ/K − 1/ω₀ is 79.0 eV⁻¹ at both ω₀ = 10⁻⁴ and 10⁻⁵ eV, whereas the Rayleigh law gives −C = −28.7 eV⁻¹. By (8), the integral over the departure from the Rayleigh law contributes 79.0 + 28.7 = 107.7 eV⁻¹, enough to reverse the sign of the first correction. At ω₀ = 10⁻⁵ eV this still changes the conductivity little: κω₀/K = 1.0008. The leading term is therefore robust against this change of the defect, but C should be read as a property of the Rayleigh law extended up to ω_D.

**7. What replaces the cutoff in a finite sample**

At ω₀ = 10⁻³ eV the mean free path v/(Aω₀⁴) is 2.0 × 10⁸ Å, and at 10⁻⁴ eV it is 2.0 × 10¹² Å. In a sample smaller than this, a mode meets the boundary before it meets enough defects to be scattered. A local conductivity determined by defects alone then has no meaning for that mode.

A simple model of a sample of size L adds a boundary rate v/L to the defect rate. Define ω_b by equality of the two rates:

Aω_b⁴ = v/L,  ω_b = [v/(LA)]^{1/4}.

The total rate is A(ω⁴ + ω_b⁴), and the mode integral becomes

κ = K ∫₀^{ω_D} f ω²/(ω⁴ + ω_b⁴) dω.  (9)

It converges at the lower end without a sharp cutoff. For small ω_b, the leading part comes from f = 1 and an infinite upper limit. With ω = ω_b s,

∫₀^∞ ω²/(ω⁴ + ω_b⁴) dω = I/ω_b,  I = ∫₀^∞ s²/(1 + s⁴) ds.

The substitution s → 1/s turns I into ∫₀^∞ ds/(1 + s⁴). Adding the two forms and dividing numerator and denominator by s² gives

2I = ∫₀^∞ (1 + 1/s²)/(s² + 1/s²) ds.

Let y = s − 1/s. Then dy = (1 + 1/s²)ds and s² + 1/s² = y² + 2, while y runs from −∞ to ∞. Thus

2I = ∫_{−∞}^{∞} dy/(y² + 2) = π/√2,  I = π/(2√2).

The rest of (9), in the limit ω_b → 0, is

∫₀^{ω_D} (f − 1)ω⁻² dω − ∫_{ω_D}^∞ ω⁻² dω.

By (7) the first integrand is finite at ω = 0. Splitting f = 1 + (f − 1) in the sharply cut integral of section 4 leaves this same constant after 1/ω₀ is removed, so it equals −C. Therefore

κ = K[π/(2√2 ω_b) − C + …].  (10)

The smooth cutoff has the same first correction as the sharp one. The two leading terms agree if ω₀ = (2√2/π)ω_b = 0.90 ω_b.

The next term follows from (7). Replacing ω²/(ω⁴ + ω_b⁴) by ω⁻² in the part with f − 1 leaves out

−∫ (f − 1) ω_b⁴/[ω²(ω⁴ + ω_b⁴)] dω ≈ [ω_b⁴/(12θ²)] ∫₀^∞ dω/(ω⁴ + ω_b⁴) = πω_b/(24√2 θ²).

The last step uses ∫₀^∞ ds/(1 + s⁴) = I once more.

Since ω_b ∝ L^{−1/4}, the conductivity of this model, with defects and boundaries alone, grows as L^{1/4} for large L. Setting ω₀ equal to the lowest mode frequency, of order v/L, would instead predict growth as L. That choice assigns to the lowest modes a defect mean free path proportional to L⁴, far beyond the size of a large sample.

For L = 10⁷ Å the crossover is at ω_b = 2.124 × 10⁻³ eV. Equation (10) gives

κ = 0.011459 × (1.1107/0.0021241 − 28.69) = 5.663 eV/Å.

Quadrature of (9) gives 5.667 eV/Å, or 1189 W/(m K). The next term accounts for the difference: it adds K × 0.315 eV⁻¹ = 0.0036 eV/Å.

A sample 16 times larger has half the crossover frequency and κ = 11.66 eV/Å, or 2445 W/(m K). The ratio is 2.057 rather than 2 because the same constant KC is subtracted from both values and weighs more on the smaller. For a much larger L the computed ratio is 2.0001.

The boundary rate is one case of a general condition. If a further resistive process has the rate bω^p with b > 0 and p < 4, it dominates Aω⁴ at low frequency. In the relaxation-time integral the integrand then behaves as ω^{2−p}, which is integrable at zero for p < 3. Any such process removes the divergence. For 3 ≤ p < 4 a divergence remains, but it is weaker than 1/ω₀: logarithmic at p = 3 and ω₀^{3−p} above it. The inverse-cutoff law thus describes Rayleigh scattering acting alone down to the cutoff.

Anharmonic scattering is present in every real crystal. Its low-frequency exponent depends on the branch and on the crystal symmetry, and its momentum-conserving part is not resistive by itself; neither point is derived here. Take its rate as bω², a common simple form. For L = 10⁷ Å it exceeds the boundary rate v/L = 3 × 10⁻⁹ eV at ω_b once b is above 6.6 × 10⁻⁴ eV⁻¹. That value of b corresponds to an anharmonic lifetime 1/(bθ²) of about 1.6 ns at ω = θ, where the defects alone already give 1/(Aθ⁴) ≈ 11 ps. Anharmonic lifetimes of thermal modes near room temperature are usually much shorter than 1.6 ns, so b lies far above this threshold. The growth as L^{1/4} is then cut off, and the conductivity is well below the values given above. The numerical output below gives the values in full.

Numbers as computed

```
sound speed v = 0.030 eV angstrom
volume per atom V = 20.0 angstrom^3
defect concentration c = 0.010 (no unit)
relative mass change eps = 0.50 (no unit)
disorder strength Gamma = 0.0025 (no unit)
temperature theta = 0.025 eV
Debye wave number = 1.4360 1/angstrom
Debye frequency wD = 0.04308 eV
Rayleigh coefficient A = 147.37 eV^-3
Rayleigh rate at wD = 5.075e-04 eV
divergence coefficient K = 0.011459 eV^2/angstrom
occupation at wD = 0.2173 (no unit)
finite part C = 28.692 1/eV
cutoff w0 = 1e-03 eV:
  kappa = 11.132 eV/angstrom
  kappa converted = 2335 W/(m K)
  leading term K/w0 = 11.459 eV/angstrom
  mean free path at w0 = 2.036e+08 angstrom
cutoff w0 = 1e-04 eV:
  kappa = 114.263 eV/angstrom
  kappa converted = 2.397e+04 W/(m K)
  leading term K/w0 = 114.592 eV/angstrom
  mean free path at w0 = 2.036e+12 angstrom
cutoff w0 = 1e-05 eV:
  kappa = 1145.587 eV/angstrom
  kappa converted = 2.403e+05 W/(m K)
  leading term K/w0 = 1145.916 eV/angstrom
  mean free path at w0 = 2.036e+16 angstrom
log slope of kappa near 1e-5 eV = -1.00021 (no unit)
heat share, 1e-4 to 1e-3 eV = 90.26 percent
mode share, same range = 0.00125 percent
wave-vector sum / closed form = 0.99932 (no unit)
sphere/Rayleigh rate at 2e-04 eV: total 1.000000, transport 0.999983
sphere/Rayleigh rate at 4e-04 eV: total 1.000000, transport 0.999933
sphere/Rayleigh transport rate at wD = 0.0594
sphere: kappa/K - 1/w0 at 1e-4 eV = 78.99 1/eV
sphere: kappa/K - 1/w0 at 1e-5 eV = 79.03 1/eV
sphere: kappa w0/K at 1e-5 eV = 1.00079 (no unit)
sample size L = 1.0e+07 angstrom:
  crossover frequency = 2.1241e-03 eV
  kappa by quadrature = 5.6669 eV/angstrom
  kappa by formula = 5.6633 eV/angstrom
  kappa converted = 1189 W/(m K)
sample size L = 1.6e+08 angstrom:
  crossover frequency = 1.0621e-03 eV
  kappa by quadrature = 11.6571 eV/angstrom
  kappa by formula = 11.6553 eV/angstrom
  kappa converted = 2445 W/(m K)
kappa ratio, 16-fold L = 2.0571
same ratio in the large-L limit = 2.0001 (no unit)
```
